# Decay of the Hartree–Fock reference weight with system size

The weight of the Hartree–Fock determinant in a correlated wavefunction may be used to decide whether a single-reference method such as coupled-cluster theory can be trusted or a multireference treatment has to be paid for. One possible rule is to distrust the reference when its weight falls below a fixed threshold, say 0.9. Whether such a rule is sound depends on how the weight changes with the size of the system. If it falls merely because more electrons are present, a fixed threshold condemns every large molecule, however weakly correlated.

## Problem

Hartree atomic units are used, with fixed nuclei and a finite basis of real orthonormal orbitals. $\Phi$ is the normalized closed-shell restricted Hartree–Fock (RHF) determinant, $\Psi$ is the normalized nondegenerate exact ground state in the basis (full configuration interaction, FCI), and the reference weight is $W=|\langle\Phi|\Psi\rangle|^2$.

(a) Show that $W=e^{-\kappa N}$ for $N$ identical non-interacting closed-shell units, and find the size $N_{1/2}$ at which $W=\tfrac12$.

(b) Evaluate $\kappa$ for a two-level electron pair and compare with CI truncated at double excitations (CID).

(c) State when the exponential law survives interaction between the units.

(d) Estimate $\kappa$ from second-order quantities and give $N_{1/2}$ for H$_2$, Li$_2$ and H$_2$O.

## Solution

### (a) The product rule

Let unit $A$ have its own orbitals, orthogonal to those of all other units, and let $H=\sum_A H_A$, where $H_A$ contains only operators of unit $A$ and conserves its electron number. Neutral molecules far apart approach this limit. Assume that in the ground state each unit keeps its own even number of electrons. Write the exact and RHF states of $A$ as $\Psi_A^\dagger|0\rangle$ and $\Phi_A^\dagger|0\rangle$, where $|0\rangle$ is the vacuum and $\Psi_A^\dagger,\Phi_A^\dagger$ are sums of products of creation operators.

Single operators of different units anticommute. Moving an even string past any operator of another unit gives an even number of sign changes, so $H_A$, $\Psi_A^\dagger$ and $\Phi_A^\dagger$ commute with everything belonging to $B\neq A$. Hence

$$H_A\prod_B\Psi_B^\dagger|0\rangle=\Big(\prod_{B\ne A}\Psi_B^\dagger\Big)H_A\Psi_A^\dagger|0\rangle=E_A\prod_B\Psi_B^\dagger|0\rangle .$$

The product is an eigenstate of $H$ with energy $\sum_A E_A$. The products of unit eigenstates form a complete set, and the lowest is the one with every unit in its ground state, so $|\Psi\rangle=\prod_A\Psi_A^\dagger|0\rangle$. The reference is taken as $|\Phi\rangle=\prod_A\Phi_A^\dagger|0\rangle$, which requires that RHF itself separates into the RHF states of the units. Canonical orbitals of the assembly may be delocalized over the units, but a unitary mixing $U$ of occupied orbitals multiplies the determinant by $\det U$, of modulus one, and leaves $W$ unchanged.

For two units, with $\Phi_A$ the adjoint of $\Phi_A^\dagger$,

$$\langle\Phi|\Psi\rangle=\langle0|\Phi_B\Phi_A\Psi_A^\dagger\Psi_B^\dagger|0\rangle=\langle0|(\Phi_A\Psi_A^\dagger)(\Phi_B\Psi_B^\dagger)|0\rangle ,$$

because $\Phi_B$ commutes with $\Phi_A\Psi_A^\dagger$. The state $\Phi_B\Psi_B^\dagger|0\rangle$ has no electrons, so it equals $s_B|0\rangle$ with $s_B=\langle0|\Phi_B\Psi_B^\dagger|0\rangle$, the overlap within unit $B$. The same holds for $A$, and the overlap is $s_As_B$. Repeating the step for more units and writing $w_A=|s_A|^2$,

$$W=\prod_A w_A .$$

For identical units $W=w^N=e^{-\kappa N}$ with $\kappa=-\ln w$. For unequal units $-\ln W=\sum_A\kappa_A$, and if every $w_A\le w_{\max}<1$ then $W\le w_{\max}^N$. Setting $e^{-\kappa N}=\tfrac12$ gives

$$N_{1/2}=\frac{\ln2}{\kappa},$$

and the first integer with $W<\tfrac12$ is $\lfloor N_{1/2}\rfloor+1$. With $\eta=1-w$ the weight missing from one unit, $\kappa=\int_0^\eta dx/(1-x)$, and the integrand lies between $1$ and $1/(1-\eta)$. Therefore $\eta\le\kappa\le\eta/(1-\eta)$ and

$$\frac{(1-\eta)\ln2}{\eta}\le N_{1/2}\le\frac{\ln2}{\eta}.$$

The two bounds differ by exactly $\ln 2$, less than one unit, so $\ln2/\eta$ is adequate. The linear form $W\approx1-N\eta$ is not. It puts the crossing at $1/(2\eta)$, too early, and turns negative beyond $N=1/\eta$.

The product rule was tested with FCI on two, three and four H$_2$ molecules (STO-3G basis, bond length 1.4 bohr) placed 60 bohr apart and treated as one system. The weights were 0.974752, 0.962368 and 0.950141, equal to $w^2,w^3,w^4$ in all six digits. Three molecules with bonds of 1.4, 2.0 and 2.6 bohr have separate weights 0.987295, 0.962963 and 0.906821. Their product and the FCI weight of the trimer are both 0.862142.

The proof fails if the reference does not separate. Two distant hydrogen atoms described by one RHF determinant are a single unit with a poor $w$, not two units. Open-shell fragments coupled to a total singlet, and degenerate ground states, are likewise outside the assumptions.

### (b) The two-level pair

In minimal-basis H$_2$ the orbitals are $g$ and $u$, of even and odd parity. The reference $g^2$ is even. Singly excited states are odd and cannot mix with it, so only $u^2$ remains. The two determinants differ in both spin orbitals, so only the electron repulsion couples them. Its exchange part vanishes because the spins are opposite, leaving $K=(gu|gu)=\iint g(1)u(1)\,r_{12}^{-1}\,g(2)u(2)$. With $2\Delta=E(u^2)-E(g^2)>0$ and energies measured from $E(g^2)$,

$$h=\begin{pmatrix}0&K\\K&2\Delta\end{pmatrix}.$$

The secular equation $e(e-2\Delta)=K^2$ has the lower root $e_c=\Delta-r$, $r=\sqrt{\Delta^2+K^2}$. For the eigenvector $(1,c)$ the first row gives $Kc=e_c$, so $w=1/(1+c^2)=K^2/(K^2+e_c^2)$. The secular equation gives $e_c^2=K^2+2\Delta e_c$, so the denominator is $2K^2+2\Delta(\Delta-r)=2r^2-2\Delta r=2r(r-\Delta)$. The numerator is $r^2-\Delta^2=(r-\Delta)(r+\Delta)$. Cancelling $r-\Delta$,

$$w=\frac12\left(1+\frac{\Delta}{\sqrt{\Delta^2+K^2}}\right).$$

For $K\ll\Delta$, $\Delta/r\approx1-K^2/2\Delta^2$ and $\eta\approx K^2/4\Delta^2$. For $\Delta\to0$, the broken bond, $w\to\tfrac12$ and $N_{1/2}\to1$. That is strong correlation, a low weight reached by one pair.

For STO-3G at 1.4 bohr the integrals give $K=0.181258$ and $\Delta=0.788645$ hartree, with $e_c=-0.020562$ hartree. Then $r=\Delta-e_c=0.809207$, $w=\tfrac12(1+0.788645/0.809207)=0.987295$, in agreement with FCI, $\eta=0.012705$ and $\kappa=0.012786$. So $N_{1/2}=0.693147/0.012786=54.21$, inside the bounds 53.86 and 54.56. The weight is first below one half at 55 pairs, where $W=0.4950$.

The lost weight goes to multiple excitations. Expanding the product of $N$ two-term factors, a determinant with a given set of $k$ pairs excited has weight $w^{N-k}\eta^k$, and there are $\binom Nk$ such sets:

$$P_k=\binom Nk w^{N-k}\eta^k .$$

This is a binomial distribution with mean $N\eta$. It was confirmed by diagonalizing the full $2^N$-dimensional matrix for $N=2$, 5 and 10. At $N=55$ it gives $P_0=0.4950$, $P_1=0.3503$, $P_2=0.1217$ and $P_3=0.0277$, so quadruple excitations ($k=2$) hold an eighth of the norm. Since $P_1/P_0=N\eta/w$, the doubles together outweigh the reference for $N>w/\eta=77.7$. Nothing happens to any individual pair meanwhile. The energy is $Ne_c$ and each $g$ orbital holds $2w$ electrons for every $N$. $W$ is the probability that no pair at all is excited, and it is small for the same reason that a long run of likely events is unlikely.

CID keeps only $k=0$ and $k=1$. The $N$ doubles $|A\rangle$ each have energy $2\Delta$, couple to the reference by $K$, and do not couple to one another, since two of them differ in four spin orbitals. The normalized sum $N^{-1/2}\sum_A|A\rangle$ couples to the reference by $N\cdot N^{-1/2}K=\sqrt N K$, and combinations orthogonal to it have coefficients summing to zero and decouple. The problem is $h$ again with $K^2\to NK^2$:

$$E_{\rm CID}=\Delta-\sqrt{\Delta^2+NK^2},\qquad W_{\rm CID}=\frac12\left(1+\frac{\Delta}{\sqrt{\Delta^2+NK^2}}\right).$$

$W_{\rm CID}$ tends to $\tfrac12$ from above and never crosses it. This is not special to the model. Diagonalize the excited block of any CI matrix, with eigenvalues $d_k$ measured from the reference energy and couplings $v_k$ to the reference. With the reference coefficient set to 1, the rows read $E=\sum_kv_kc_k$ and $v_k+d_kc_k=Ec_k$. Thus $c_k=-v_k/(d_k-E)$ and $|E|=\sum_kv_k^2/(d_k-E)$ for the ground state, where $E<0$. If all $d_k>0$, then $d_k-E>|E|$ and

$$\sum_kc_k^2=\sum_k\frac{v_k^2}{(d_k-E)^2}<\frac1{|E|}\sum_k\frac{v_k^2}{d_k-E}=1,$$

so $W=1/(1+\sum c_k^2)>\tfrac12$. The exact state escapes the bound because the full excited space contains states below the reference. One pair in $u^2$ with all the others correlated has energy $2\Delta+(N-1)e_c$, negative for large $N$ ($N>77.7$ for the STO-3G pair). Mixing within the excited space brings the lowest $d_k$ down to zero earlier, and by the bound just proved this has happened by $N=55$, where $W<\tfrac12$. A truncated CI whose excited block has all $d_k>0$, such as CID in this model, therefore overstates the weight once the exact $W$ has fallen below one half.

The Davidson correction adds $(1-W_{\rm CID})E_{\rm CID}$. With $\sqrt{1+x}=1+x/2-x^2/8+\dots$,

$$Ne_c=-\frac{NK^2}{2\Delta}+\frac{NK^4}{8\Delta^3}-\dots,\qquad E_{\rm CID}=-\frac{NK^2}{2\Delta}+\frac{N^2K^4}{8\Delta^3}-\dots$$

and $1-W_{\rm CID}\approx NK^2/4\Delta^2$, so the correction is $-N^2K^4/8\Delta^3$ at leading order. It cancels the spurious $N^2$ term of CID but leaves out the true term $+NK^4/8\Delta^3$, so it overshoots for small $N$. For one pair CID is exact and the corrected energy is too large by the factor $1+\eta$. The expansion needs $NK^2/\Delta^2\approx4N\eta$ to be small, and for large $N$ the corrected energy still grows only as $\sqrt N$. The values below, with $E_Q$ the corrected energy, were checked by diagonalizing the $(N+1)$-dimensional CID matrix.

| $N$ | $W$ | $W_{\rm CID}$ | $E_{\rm CID}/Ne_c$ | $E_Q/Ne_c$ |
|---|---|---|---|---|
| 1 | 0.9873 | 0.9873 | 1.0000 | 1.0127 |
| 2 | 0.9748 | 0.9755 | 0.9876 | 1.0118 |
| 10 | 0.8800 | 0.9045 | 0.9060 | 0.9926 |
| 55 | 0.4950 | 0.7530 | 0.6808 | 0.8489 |
| 400 | 0.0060 | 0.6063 | 0.3552 | 0.4950 |

### (c) Interacting units

For a set $X$ of units in their actual positions, let $f(X)=-\ln W(X)$, computed with the other units removed, and $f(\emptyset)=0$. Define cluster terms by inclusion and exclusion,

$$\gamma(X)=\sum_{Y\subseteq X}(-1)^{|X|-|Y|}f(Y),\qquad f(X)=\sum_{Y\subseteq X}\gamma(Y).$$

The second relation follows from the first. In $\sum_{Y\subseteq X}\gamma(Y)$ the coefficient of $f(Z)$ is $\sum_{Z\subseteq Y\subseteq X}(-1)^{|Y|-|Z|}=(1-1)^{|X|-|Z|}$, which is 1 for $Z=X$ and 0 otherwise. For two units, $\gamma(AB)=f(AB)-f(A)-f(B)$.

Suppose $X$ splits into non-empty parts $X_1,X_2$ that do not interact. Every $Y$ is $Y_1\cup Y_2$ with $Y_i\subseteq X_i$, and part (a) gives $f(Y)=f(Y_1)+f(Y_2)$. In the terms $f(Y_1)$ the sum over $Y_2$ is $\sum_{Y_2}(-1)^{|X_2|-|Y_2|}=(1-1)^{|X_2|}=0$, and likewise for $f(Y_2)$. Hence $\gamma(X)=0$, and only connected clusters contribute.

Adding unit $N$ to a uniform chain raises $f$ by the sum of $\gamma(Y)$ over clusters containing $N$. If $\gamma$ falls off with the extent of the cluster fast enough for this sum to converge, the increment tends to a constant $\kappa$, and if the deviations from it are summable,

$$-\ln W=\kappa N+O(1).$$

The decay of $\gamma$ is an assumption. It is expected for systems with a gap and is not guaranteed for metals. It was tested by FCI on collinear H$_2$ molecules (STO-3G, 1.4 bohr) with centres 5 bohr apart. For $N=1$ to 5, $-\ln W$ is 0.01279, 0.02533, 0.03788, 0.05043 and 0.06298, with increments 0.01279, 0.01254, 0.01255, 0.01255 and 0.01255. The increment has settled by the third molecule. In this minimal basis the neighbours lower $\kappa$ slightly, and $\ln2/\kappa$ moves from 54.21 to 55.2 pairs. The sign of this small shift depends on the basis: for two molecules at the same spacing in cc-pVDZ, $\gamma(AB)$ is positive, about $+0.00015$.

### (d) The rate from perturbation theory

Let $F$ be the sum of Fock operators, with orbital energies $\varepsilon_p$, and $H(\lambda)=F+\lambda(H-F)$. Normalize the state so that its overlap with $\Phi$ is one: $\tilde\Psi=\Psi/\langle\Phi|\Psi\rangle=\Phi+\lambda\Psi^{(1)}+\lambda^2\Psi^{(2)}+\dots$, with all corrections orthogonal to $\Phi$. Then $1/W=\langle\tilde\Psi|\tilde\Psi\rangle=1+\lambda^2S+O(\lambda^3)$ with $S=\langle\Psi^{(1)}|\Psi^{(1)}\rangle$, and

$$-\ln W=\lambda^2S+O(\lambda^3).$$

The forms $1-S$, $1/(1+S)$ and $e^{-S}$ agree at this order, but only $\ln W$ is additive over units, so only $e^{-S}$ may be carried to large $N$.

Projecting the first-order equation on an excited determinant $\Phi_k$ gives the coefficient $-V_k/D_k$, where $D_k>0$ is its zeroth-order excitation energy and $V_k=\langle\Phi_k|H-F|\Phi\rangle=\langle\Phi_k|H|\Phi\rangle$, since $F$ is diagonal. Singles vanish by Brillouin's theorem, and triples and higher vanish because $H$ acts on at most two electrons. For doubles,

$$S=\sum_k\frac{V_k^2}{D_k^2},\qquad E_2=-\sum_k\frac{V_k^2}{D_k},$$

where $E_2$ is the MP2 correlation energy. For spatial orbitals $i,j$ occupied and $a,b$ virtual, define $t_{ij}^{ab}=(ia|jb)/(\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b)$. Opposite-spin doubles, $i\to a$ with spin $\alpha$ and $j\to b$ with spin $\beta$, are distinct for all $i,j,a,b$, have no exchange term, and contribute $\sum(t_{ij}^{ab})^2$. Same-spin doubles have amplitude $t_{ij}^{ab}-t_{ij}^{ba}$, and an unrestricted sum counts each four times. One spin gives $\tfrac14\sum(t_{ij}^{ab}-t_{ij}^{ba})^2=\tfrac12\sum[(t_{ij}^{ab})^2-t_{ij}^{ab}t_{ij}^{ba}]$, because the two squares have equal sums, and two spins double it. Adding,

$$S=\sum_{ijab}t_{ij}^{ab}\left(2t_{ij}^{ab}-t_{ij}^{ba}\right).$$

For H$_2$O in STO-3G with all electrons, exact diagonalization of $H(\lambda)$ at $\lambda=\pm0.002$, averaged to remove the cubic term, gave $-\ln W/\lambda^2=0.013143$, and the formula gives $S=0.013143$.

With weights $p_k=V_k^2/D_k^2$, the ratio $\bar D=|E_2|/S=\sum p_kD_k/\sum p_k$ is a mean denominator, no smaller than the least one, $2(\varepsilon_{\rm LUMO}-\varepsilon_{\rm HOMO})$. For a molecule with $n$ correlated pairs and $e_{\rm pair}=E_2/n$, the rate per pair is $S/n=|e_{\rm pair}|/\bar D$, and

$$N_{1/2}\,(\text{pairs})\approx\frac{\bar D\ln2}{|e_{\rm pair}|}.$$

### Three molecules

The geometries are chosen inputs, roughly at equilibrium: H$_2$ at 1.4 bohr in cc-pVTZ, Li$_2$ at 5.05 bohr in cc-pVDZ, and H$_2$O with bonds of 1.81 bohr and an angle of 104.5° in 6-31G. The $1s$ cores of Li and O are frozen, so only valence pairs are counted and the core contribution to $\kappa$ is left out. The weights come from FCI, and $S$ and $E_2$ from the sums above. Energies are in hartree. The digits belong to the stated bases and are not converged. For H$_2$, cc-pVQZ moves $w$ to 0.98200, $\kappa$ to 0.01816, $N_{1/2}$ to 38.16 and $E_c$ to −0.04034. For Li$_2$, cc-pVTZ moves $w$ to 0.90545, $\kappa$ to 0.09932, $N_{1/2}$ to 6.98 (so the first integer 7 is only narrowly kept), $E_c$ to −0.03183 and $S/\kappa$ to 0.337. The larger shift for water is discussed below.

| | H$_2$ | Li$_2$ | H$_2$O |
|---|---|---|---|
| pairs $n$ | 1 | 1 | 4 |
| $w$ | 0.98209 | 0.90435 | 0.95509 |
| $\kappa$ | 0.01808 | 0.10053 | 0.04595 |
| $\kappa/n$ | 0.01808 | 0.10053 | 0.01149 |
| $N_{1/2}$, molecules | 38.35 | 6.89 | 15.09 |
| first integer | 39 | 7 | 16 |
| $N_{1/2}$, pairs | 38.3 | 6.9 | 60.3 |
| $E_c$ (FCI) | −0.03937 | −0.03105 | −0.13598 |
| $E_2$ | −0.03168 | −0.01918 | −0.12782 |
| $S$ | 0.01013 | 0.03213 | 0.03776 |
| $\bar D$ | 3.126 | 0.597 | 3.385 |
| $S/\kappa$ | 0.561 | 0.320 | 0.822 |
| $n\ln2/S$, pairs | 68.4 | 21.6 | 73.4 |

For water, $\kappa=-\ln0.95509=0.04595$, $N_{1/2}=0.693147/0.04595=15.09$ molecules, and $4\times15.09$ is about 60 pairs. The four pairs within a molecule interact, so $\kappa/n=0.01149$ is an average and not the rate of a separable pair. Perturbatively, $\bar D=0.12782/0.03776=3.385$ hartree, well above twice the orbital gap, 1.410 hartree, and $\ln2/S=18.4$ molecules. Water has a much lower $w$ than H$_2$ mainly because it has four pairs, so raw weights do not compare the two fairly. The rates per pair must be compared in the same basis. In 6-31G they are 0.0115 for water and 0.0145 for H$_2$, while the cc-pVTZ estimates below give 0.017 to 0.018 for water, close to the 0.0181 of H$_2$. Three separated waters give $e^{-3\times0.04595}=0.87$, already under a threshold of 0.9, with no change in any molecule.

H$_2$ and Li$_2$ have similar correlation energies, yet their rates differ by more than a factor of five. At second order the rate is $|E_2|/\bar D$. The denominators, 0.597 hartree against 3.126, differ by a factor of 5.2, and the smaller $|E_2|$ of Li$_2$ brings the ratio of the two $S$ down to $0.03213/0.01013=3.2$. The remaining factor, $0.561/0.320=1.75$, comes from beyond second order. The two bases are not the same; with both molecules in cc-pVTZ the three factors are about 5.0, 3.3 and 1.7. The diffuse valence pair of Li$_2$ has low-lying virtual orbitals, so the same energy gain needs larger amplitudes.

The second-order estimate is much worse for the weight than for the energy. $E_2/E_c$ is 0.80, 0.62 and 0.94 for the three molecules, while $S/\kappa$ is 0.561, 0.320 and 0.822, so $\ln2/S$ overestimates $N_{1/2}$, threefold for Li$_2$. The two-level pair shows the reason. With $J$ the Coulomb integrals and $h_{pp}$ the one-electron energies, $\varepsilon_g=h_{gg}+J_{gg}$, $\varepsilon_u=h_{uu}+2J_{gu}-K$, and $2\Delta=2h_{uu}+J_{uu}-2h_{gg}-J_{gg}$. Subtracting,

$$2\Delta-2(\varepsilon_u-\varepsilon_g)=J_{gg}+J_{uu}-4J_{gu}+2K ,$$

which is about $-2(J-K)<0$ when the three Coulomb integrals are similar. The orbital-energy denominator is too large because it omits the attraction between the excited electrons and the holes they leave. That error enters the energy once and the norm twice. The squares of the energy ratios, 0.65, 0.38 and 0.88, do lie near the observed $S/\kappa$, each somewhat above it.

The basis matters as well. For water $S$ rises from 0.03776 in 6-31G to 0.05003 in cc-pVDZ and 0.06009 in cc-pVTZ, while $E_2$ goes from −0.12782 to −0.20167 and −0.26151 hartree. $S$ grows more slowly than $|E_2|$ because the added functions have high orbital energies and raise $\bar D$ to 4.031 and 4.352 hartree. In cc-pVTZ, $e_{\rm pair}=-0.0654$ hartree (−1.78 eV), and the formula gives $0.693\times4.352/0.0654=46.1$ pairs. If $S/\kappa$ is assumed to keep its 6-31G value, which was not tested, then $\kappa\approx0.04595\times(0.06009/0.03776)=0.04595\times1.591=0.0731$. This estimate corresponds to $w\approx0.93$ and $N_{1/2}$ of 9 to 10 molecules, or about 40 pairs, and to $W\approx e^{-7.3}$, of order $10^{-3}$, for 100 waters. The assumption probably overstates $\kappa$ somewhat. The corresponding norm of the CCSD singles and doubles amplitudes rises only from 0.0447 in 6-31G to 0.0650 in cc-pVTZ, and scaling by that ratio gives $\kappa\approx0.067$ and $N_{1/2}\approx10$ molecules. $S$ is still rising at cc-pVTZ, so a larger basis may lower $N_{1/2}$ further.

In these cases the weight passes one half at about 40 to 60 valence pairs for tight bonds, some ten to fifteen water molecules, and at 7 pairs for Li$_2$. The quantity that bears on the choice of method is $-\ln W/n$, taken from a size-consistent wavefunction. It is between 0.01 and 0.02 for H$_2$ and water, 0.1 for Li$_2$, and approaches $\ln2$ for a broken two-electron bond in the two-level model. Being an average, it can hide one stretched bond among many ordinary pairs, so for a large molecule it must be read together with the largest amplitudes or the natural occupation numbers.

## Calculated quantities

```
Model pair: H2/STO-3G, R = 1.4 bohr
K = 0.181258 Eh, Delta = 0.788645 Eh, e_c = -0.020562 Eh
w = 0.987295, eps = 0.012705, kappa = 0.012786
N_half = 54.21 pairs, first integer 55, W there 0.4950
bounds 53.86 <= N_half <= 54.56; P1>P0 for N > 77.7
levels at N=55: P0=0.4950, P1=0.3503, P2=0.1217, P3=0.0277
N, W exact, W CID, E_CID/E_exact, E_CID+Q/E_exact
   1 0.9873 0.9873 1.0000 1.0127
   2 0.9748 0.9755 0.9876 1.0118
  10 0.8800 0.9045 0.9060 0.9926
  55 0.4950 0.7530 0.6808 0.8489
 400 0.0060 0.6063 0.3552 0.4950
far (H2)_2, 60 bohr: W FCI = 0.974752, w^N = 0.974752
far (H2)_3, 60 bohr: W FCI = 0.962368, w^N = 0.962368
far (H2)_4, 60 bohr: W FCI = 0.950141, w^N = 0.950141
R = 1.4, 2.0, 2.6 bohr: w = 0.987295, 0.962963, 0.906821
mixed trimer: W FCI = 0.862142, product = 0.862142
chain, 5 bohr, -ln W (N=1..5): 0.01279 0.02533 0.03788 0.05043 0.06298
increments: 0.01279 0.01254 0.01255 0.01255 0.01255
chain N_half from last increment = 55.2 pairs
H2O/STO-3G: -lnW/lam^2 (lam=0.002) = 0.013143, S = 0.013143
H2/cc-pVTZ R=1.4 bohr, correlated pairs 1, frozen orbitals 0
  E_HF = -1.13296 Eh, E_c(FCI) = -0.03937 Eh, E2 = -0.03168 Eh
  w = 0.98209, kappa = 0.01808, kappa/pair = 0.01808
  N_half = 38.35 molecules (first integer 39) = 38.3 pairs
  S = 0.01013, S/kappa = 0.561, Dbar = 3.126 Eh, 2*gap = 1.523 Eh
  MP2 estimate ln2/S = 68.4 molecules = 68.4 pairs
Li2/cc-pVDZ R=5.05 bohr, correlated pairs 1, frozen orbitals 2
  E_HF = -14.86949 Eh, E_c(FCI) = -0.03105 Eh, E2 = -0.01918 Eh
  w = 0.90435, kappa = 0.10053, kappa/pair = 0.10053
  N_half = 6.89 molecules (first integer 7) = 6.9 pairs
  S = 0.03213, S/kappa = 0.320, Dbar = 0.597 Eh, 2*gap = 0.377 Eh
  MP2 estimate ln2/S = 21.6 molecules = 21.6 pairs
H2O/6-31G R=1.81 bohr 104.5 deg, correlated pairs 4, frozen orbitals 1
  E_HF = -75.98398 Eh, E_c(FCI) = -0.13598 Eh, E2 = -0.12782 Eh
  w = 0.95509, kappa = 0.04595, kappa/pair = 0.01149
  N_half = 15.09 molecules (first integer 16) = 60.3 pairs
  S = 0.03776, S/kappa = 0.822, Dbar = 3.385 Eh, 2*gap = 1.410 Eh
  MP2 estimate ln2/S = 18.4 molecules = 73.4 pairs
H2O/cc-pvdz: E2 = -0.20167 Eh, S = 0.05003, Dbar = 4.031 Eh
  E2/pair = -0.0504 Eh = -1.37 eV, ln2/S = 55.4 pairs
H2O/cc-pvtz: E2 = -0.26151 Eh, S = 0.06009, Dbar = 4.352 Eh
  E2/pair = -0.0654 Eh = -1.78 eV, ln2/S = 46.1 pairs
H2O rescaled to cc-pVTZ (estimate): S ratio = 1.591, kappa = 0.0731
  w = 0.9295, N_half = 9.5 molecules = 38 pairs
  W for 100 waters = 6.7e-04; ln2 = 0.693147
```
